# Bottom-to-Top Coverage of a Trench with a Reactive Floor

**Q.** The coverage of a deep trench can be estimated as $1/\cosh\phi$. I am told that the floor is left out of this formula. Where exactly does it go missing?

**A.** In one boundary condition. Take a trench of width $w$ and depth $L$, so long in the third direction that its ends do not matter. Let $z$ run downward from the mouth, and let $C(z)$ be the precursor concentration, averaged across the width. The precursor diffuses with a constant $D$, so the downward flux is $J=-D\,C'$. Each wall consumes $kC$ molecules per unit area and time, where $k$ is a first-order reaction velocity.

Consider a slice of thickness $dz$ and unit length along the trench. The amount $wJ(z)$ enters from above, $wJ(z+dz)$ leaves below, and the two walls take $2kC\,dz$. In the steady state

$$
wJ(z)-wJ(z+dz)=2kC\,dz .
$$

Dividing by $dz$ gives $-wJ'=2kC$. Inserting $J=-DC'$ turns the left side into $+wDC''$:

$$
C''=\kappa^2C,\qquad \kappa^2=\frac{2k}{Dw},\qquad \phi=\kappa L=L\sqrt{\frac{2k}{Dw}} .
$$

The estimate you quote now sets $C'(L)=0$: nothing passes into the floor. The solution with zero slope at $z=L$ is $C(z)=C(L)\cosh\kappa(L-z)$, and at $z=0$ it gives

$$
S_0=\frac{C(L)}{C(0)}=\frac{1}{\cosh\phi}.
$$

Strictly, $S_0$ compares the foot of the wall with its top, because an inert floor grows no film at all.

**Q.** Then the formula is quoted for a floor film that its own derivation forbids. What replaces the condition at the floor?

**A.** If the floor has the same $k$ as the walls, the flux arriving there must equal the reaction rate:

$$
-D\,C'(L)=k\,C(L).
$$

The sign is right: $C$ falls toward the floor, so $C'(L)<0$ and the left side is positive. The slice equation is unchanged, and its general solution can be written

$$
C(z)=a\cosh\kappa(L-z)+b\sinh\kappa(L-z).
$$

At $z=L$ the first function is 1 and the second is 0, so $a=C(L)$. The derivative is

$$
C'(z)=-\kappa\left[a\sinh\kappa(L-z)+b\cosh\kappa(L-z)\right],
$$

and hence $C'(L)=-\kappa b$. The floor condition becomes $D\kappa b=kC(L)$, or

$$
b=\beta\,C(L),\qquad \beta=\frac{k}{D\kappa}.
$$

To express $\beta$ by the geometry, use $k/D=\kappa^2w/2$ from the definition of $\kappa$. Then, with the aspect ratio $A=L/w$,

$$
\beta=\frac{\kappa w}{2}=\frac{\phi}{2A}=\sqrt{\frac{kw}{2D}} .
$$

Setting $z=0$ in the solution gives $C(0)=C(L)[\cosh\phi+\beta\sinh\phi]$, so that

$$
S=\frac{C(L)}{C(0)}=\frac{1}{\cosh\phi+\dfrac{\phi}{2A}\sinh\phi}.
$$

Because $k$ is the same at both places, this concentration ratio is also the ratio of the growth rate on the floor to that on the wall at the mouth.

**Q.** The new term contains $1/A$. Does the floor then cease to matter in a deep trench?

**A.** That depends on what is held fixed. Divide $S$ by $S_0$:

$$
\frac{S}{S_0}=\frac{\cosh\phi}{\cosh\phi+\beta\sinh\phi}=\frac{1}{1+\beta\tanh\phi}.
$$

If $A$ grows at fixed $\phi$, then $\beta=\phi/(2A)$ goes to zero and so does the correction. But making a given trench deeper, at fixed $w$, $k$ and $D$, raises $\phi$ in proportion to $A$. The last form of $\beta$ contains no depth, so $\beta$ stays put while $\tanh\phi$ rises to 1. The relative correction therefore grows with depth and levels off at

$$
\frac{S}{S_0}\to\frac{1}{1+\beta}.
$$

In the same limit $\cosh\phi$ and $\sinh\phi$ both approach $e^{\phi}/2$, which gives $S\approx 2e^{-\phi}/(1+\beta)$. The walls set the exponential decay; the floor changes its prefactor.

**Q.** A large $\beta$ would make that prefactor as small as one likes. Is there no limit to what the floor can do?

**A.** The model itself sets one. It uses a single concentration across the width, which requires diffusion across the trench to be fast compared with reaction at the walls. The error can be found. Let the concentration vary across the width as $\cos\lambda x$, with $x$ measured from the mid-plane; the decay constant along $z$ is then $\lambda$. At the wall $x=w/2$, diffusion must supply the reaction, so

$$
D\lambda\sin\frac{\lambda w}{2}=k\cos\frac{\lambda w}{2}.
$$

With $u=\lambda w/2$ this reads $u\tan u=kw/(2D)=\beta^2$. For small $u$, $u\tan u\approx u^2(1+u^2/3)$, hence $u\approx\beta(1-\beta^2/6)$. The slice model has $\kappa w/2=\beta$, so its decay constant is too large by the relative amount $\beta^2/6$. The model thus needs $\beta^2\ll1$, and within that regime the floor correction is modest. A value of $\beta$ near or above 1 calls for the two-dimensional problem.

**Q.** I would have guessed the answer without hyperbolic functions. The floor has area $w$ per unit length, so spread it over two walls and make the trench deeper by $w/2$. Is that wrong?

**A.** It is nearly right, once one says where the concentration is read. For $\beta<1$ define $\delta$ by $\tanh\delta=\beta$. Then

$$
\cosh\phi+\tanh\delta\,\sinh\phi
=\frac{\cosh\phi\cosh\delta+\sinh\phi\sinh\delta}{\cosh\delta}
=\frac{\cosh(\phi+\delta)}{\cosh\delta},
$$

by the addition theorem. The same step applied to the whole profile gives

$$
\frac{C(z)}{C(0)}=\frac{\cosh[\kappa(L-z)+\delta]}{\cosh(\phi+\delta)},\qquad
S=\frac{\cosh\delta}{\cosh(\phi+\delta)} .
$$

Continued below the real floor, this profile has zero slope where $\kappa(L-z)+\delta=0$, at the extra depth $\ell=\delta/\kappa$. Since $\kappa=2\beta/w$,

$$
\ell=\frac{w}{2}\,\frac{\operatorname{artanh}\beta}{\beta}
=\frac{w}{2}\left(1+\frac{\beta^2}{3}+\dots\right).
$$

So the reactive floor acts like a further piece of trench about $w/2$ deep, with reacting walls and an inert floor. Your area count gives the leading term. The concentration must still be read at the real floor, at depth $L$, and not at the bottom of the imagined extension. That is the origin of the factor $\cosh\delta$.

**Q.** Let me test this where I can do the sum myself. Suppose the reaction is so slow that $C$ hardly falls.

**A.** Then put $C\approx C(0)$ in the reaction rates. Everything consumed below $z$ must pass through the cross-section at $z$:

$$
wJ(z)\approx kC(0)\left[2(L-z)+w\right].
$$

The first term feeds the walls and the second feeds the floor. The fall in concentration is the integral of $J/D$:

$$
C(0)-C(L)\approx\frac{kC(0)}{Dw}\int_0^L[2(L-z)+w]\,dz
=\frac{kC(0)}{Dw}\left(L^2+wL\right).
$$

Since $kL^2/(Dw)=\phi^2/2$, this is

$$
1-S\approx\frac{\phi^2}{2}\left(1+\frac1A\right).
$$

The full formula agrees. For small $\phi$ its denominator is $1+\phi^2/2+(\phi/2A)\phi$, and $1-S$ equals the excess over 1 to this order.

Note the $1/A$. The floor adds a fraction $w/(2L)=1/(2A)$ to the wall area, but twice that fraction to the concentration drop. All molecules for the floor travel the full depth $L$, whereas those for the walls travel $L/2$ on average.

**Q.** And what part of the precursor does the floor finally take?

**A.** The supply per unit width is the flux at the mouth. Differentiating the shifted profile gives

$$
J(0)=-DC'(0)=D\kappa\,C(0)\tanh(\phi+\delta).
$$

The floor takes $kC(L)$. With $k=D\kappa\beta=D\kappa\tanh\delta$ and the expression for $S$,

$$
kC(L)=D\kappa\tanh\delta\;\frac{C(0)\cosh\delta}{\cosh(\phi+\delta)}
=D\kappa\,C(0)\frac{\sinh\delta}{\cosh(\phi+\delta)} .
$$

The ratio of the two is the floor's share:

$$
f=\frac{\sinh\delta}{\sinh(\phi+\delta)} .
$$

For slow reaction, $f\approx\delta/(\phi+\delta)\approx1/(2A+1)$, which is the floor's share of the reacting area. When depletion matters, $f$ is lower, because the floor sits at the lowest concentration in the trench.

**Q.** So far $k$ and $D$ are free symbols. In a submicron trench at low pressure the molecules hit walls, not each other. Where do the two constants come from?

**A.** From the mean thermal speed $v$ and the sticking probability $s$, the chance that a molecule reacts when it strikes the surface. A gas near equilibrium delivers $vC/4$ molecules per unit area and time, so for small $s$

$$
k=\frac{sv}{4}.
$$

For $D$ I take the molecular-flow value of a long cylinder, $dv/3$, and replace the diameter $d$ by the hydraulic diameter, four times the cross-section divided by the perimeter. For a long slit this is $2w$, so $D=\tfrac23wv$. This is an approximation that has to be examined. With it,

$$
\phi^2=\frac{2L^2}{w}\cdot\frac{sv/4}{2wv/3}=\frac34\,sA^2,\qquad
\beta^2=\frac{\phi^2}{4A^2}=\frac{3s}{16}.
$$

The speed cancels. In this model, temperature and molecular mass affect the coverage through $s$ alone.

**Q.** Give me numbers, for a process that somebody might run.

**A.** Take polycrystalline silicon grown from disilane at very low pressure, on walls and floor that already carry a silicon film. The parameters are rough values for this regime: 950 K, 0.1 mTorr, $s=0.01$, $w=200$ nm and $L=2000$ nm, so $A=10$.

The mean speed is 569 m/s, which gives $k\approx142$ cm/s and $D\approx0.76$ cm²/s. Then

$$
\phi^2=0.75\times0.01\times100=0.75,\qquad \phi=0.866,\qquad
\beta=\frac{0.866}{20}=0.0433 .
$$

With $\cosh\phi=1.399$ and $\sinh\phi=0.978$,

$$
S_0=\frac1{1.399}=0.715,\qquad
S=\frac{1}{1.399+0.0433\times0.978}=\frac1{1.441}=0.694 .
$$

The floor sink lowers the concentration at the bottom by 2.9% relative to the inert-floor value. If the stated pressure holds at the mouth, and each reacting molecule leaves two silicon atoms, the film grows at 3.5 nm/min at the mouth and 2.4 nm/min on the floor.

The equivalent extra depth is 100 nm, half the width. The floor takes 4.2% of the precursor, against an area share of $1/21$, or 4.8%. Solving the two-dimensional diffusion problem with the same $k$ and $D$ gives a coverage of 0.6939, against 0.6938 from the formula, so within the diffusion model averaging across the width is harmless here.

With $w$ and $s$ held fixed, the depth dependence is as follows:

| $A$ | $S_0$ | $S$ | $S/S_0$ |
|---|---|---|---|
| 5 | 0.913 | 0.897 | 0.983 |
| 10 | 0.715 | 0.694 | 0.971 |
| 20 | 0.343 | 0.330 | 0.961 |
| 40 | 0.063 | 0.060 | 0.959 |

The last column approaches $1/(1+\beta)=0.9585$, as derived. The table shows how the formulas behave when $D$ is the same at every depth. For molecular flow the coverages in the last two rows are too low, by about a quarter at $A=20$ and by more than half at $A=40$; the discussion of the diffusivity below explains why.

**Q.** Three per cent is hardly worth a new formula.

**A.** For predicting this coverage, perhaps not. For extracting $s$ from a measured coverage it matters more. Suppose the model's $S$ is interpreted with the inert-floor formula. One then finds a false value $\phi'$ from

$$
\cosh\phi'=\cosh\phi+\beta\sinh\phi .
$$

If $\phi'-\phi$ is small, the left side is $\cosh\phi+(\phi'-\phi)\sinh\phi$ to first order, so $\phi'\approx\phi+\beta$. At fixed geometry and $D$, the inferred $k$ is proportional to $\phi'^2$. Its error factor is

$$
\frac{k'}{k}=\left(\frac{\phi'}{\phi}\right)^2\approx1+\frac{2\beta}{\phi}=1+\frac1A .
$$

The step $\phi'\approx\phi+\beta$ requires $\beta\coth\phi\ll1$, which for small $\phi$ means $2A\gg1$. The final factor is more robust: for small $\phi$, expanding both sides to second order gives $\phi'^2=\phi^2(1+1/A)$ at any $A$. In the example the inferred sticking probability is 0.0110 instead of 0.0100. That is an overestimate of 9.9%, close to the predicted 10%. It comes from the missing floor alone; an error in $D$ adds to it or offsets it. In molecular flow the error of the hydraulic-diameter $D$ (discussed below) is the larger one: fitting $1/\cosh\phi$ to the mouth-referenced coverage of the collisionless exchange calculation gives $s\approx0.0092$ at $A=10$ and $0.0072$ at $A=20$, an underestimate.

**Q.** You compare with the mouth of the trench. A process engineer measures the film on the flat wafer surface. Is that the same reference?

**A.** No, and the difference is larger than the floor correction. Just inside the mouth there is a net downward flux $J$. In the diffusive description the molecules moving down carry $vC(0)/4+J/2$ and those moving up carry $vC(0)/4-J/2$; the difference is $J$. The downward stream comes from the open space above, where the concentration is $C_f$, so it equals $vC_f/4$. Hence

$$
C_f-C(0)=\frac{2J}{v} .
$$

Insert $J=D\kappa C(0)\tanh(\phi+\delta)$ and $D=\tfrac23wv$, with $\kappa w=\phi/A$:

$$
\frac{C_f-C(0)}{C(0)}=\frac{4\phi}{3A}\tanh(\phi+\delta)=0.083 .
$$

Relative to the flat surface, the model's coverage is therefore $0.694/1.083\approx0.64$. The 0.083 is itself a diffusive estimate; the collisionless exchange calculation described below gives about 0.07 at the top edge of the wall.

**Q.** I am still uneasy about the diffusivity. A molecule in a slit can fly a long way down without touching a wall. Does diffusion describe that at all?

**A.** Only approximately. One can avoid $D$ by following the exchange of molecules between all surface elements, with no gas collisions and cosine-law re-emission from every surface. A first quantity to compute is the transmission $W$ of a slit with $A=10$, open at both ends and with inert walls. The exchange calculation gives 0.241, and following random flights gives 0.240.

This value can be converted into an effective diffusivity. For concentration $C_f$ on one side and none on the other, each opening costs $2J/v$, as above, and the interior costs $JL/D$. Together,

$$
C_f=J\left(\frac4v+\frac LD\right).
$$

By definition $J=WvC_f/4$, so

$$
\frac1W=1+\frac{vL}{4D}.
$$

The result is $D=0.90$ cm²/s, 19% above the hydraulic-diameter value. This figure belongs to $A=10$: the same conversion gives an excess of 4% at $A=5$ and 56% at $A=40$, because long free flights count for more in a deeper slit. With $D=0.90$ cm²/s the coverage in the example rises from 0.694 to 0.731 relative to the mouth, and from 0.64 to 0.67 relative to the flat surface.

The full exchange calculation with reacting surfaces gives 0.685 relative to the flat surface, 7% above the model's 0.64. So even the second digit of $S$ is uncertain here; further digits serve only to compare formulas within the model.

In deeper trenches the error is no longer small. At $A=40$, with the same $s$, following random flights gives a floor flux of about 0.16 relative to the topmost piece of wall, where the table has 0.060. Molecules that fly far down without touching a wall then supply much of the floor, and a constant $D$ cannot describe them. For molecular flow at such depths, use the exchange calculation instead of the formula.

**Q.** Then perhaps the floor correction itself is an artefact of diffusion.

**A.** It survives. In the exchange calculation, the flux striking the floor, relative to that on the flat surface, is 0.702 when the floor is inert and 0.685 when it reacts. This is a loss of 2.3%. Relative to the flux on the topmost piece of wall, the two values are about 0.75 and 0.73 (the third digit depends on the size of the piece), a loss of 2.2%. That is the figure to set against the 2.9% of the diffusion model, which also refers to the mouth. The sink has the predicted sign and roughly the predicted size. The larger effective $D$ works toward a smaller loss, since it lowers both $\beta$ and $\phi$; I have not separated its part from that of the other differences.

**Q.** Which of your other assumptions would a real deposition break first?

**A.** In this example, the fixed geometry. A 20 nm film on each wall takes about six minutes at the mouth rate and narrows the trench to 160 nm. If the depth is kept at 2000 nm and the film is treated as uniform, $A$ becomes 12.5 and the model's momentary coverage falls from 0.694 to 0.588, or by 15%; following random flights gives a fall of about 12%. The steady-state equation may still be used at each moment, because $L^2/D$ is of order $10^{-7}$ s. But the final thickness ratio has to be accumulated while the trench closes.

Gas collisions and the blocking of surface sites do less harm here. The mean free path, for a rough molecular diameter of 0.5 nm, is about 90 cm, so gas collisions in the trench are negligible. Hydrogen left by disilane blocks surface sites. With a rough desorption barrier of 2.5 eV and a prefactor of $10^{15}$ s⁻¹, balancing its arrival against desorption gives a blocked fraction near 2%. This figure is sensitive to the barrier: it is 0.7% for 2.4 eV and 8% for 2.6 eV. If reaction needs two free sites, $s$ falls accordingly and the coverage rises to about 0.70. This estimate of the blocked fraction is proportional to pressure. At 1 mTorr it would exceed 20%, or reach about 16% if the two-site law is applied to the hydrogen supply as well, and the first-order law would no longer be safe.

**Q.** And equal reactivity? In epitaxy the floor and the side walls can be different crystal faces.

**A.** Then the premise fails, and the formula needs a second velocity. Let the floor have $k_b$ and the walls $k$. The floor condition becomes $D\kappa b=k_bC(L)$, so $b=(k_b/k)\beta\,C(L)$. The ratio of growth rates acquires a further factor $k_b/k$, because the surfaces now respond differently to the same concentration:

$$
\frac{k_bC(L)}{kC(0)}=\frac{k_b/k}{\cosh\phi+(k_b/k)\,\beta\sinh\phi}.
$$

For $k_b=k$ this is $S$; for $k_b=0$ it is zero, as it must be for a floor without a film. In the example, doubling the floor velocity lowers the concentration ratio from 0.694 to $1/(1.399+0.085)=0.674$, yet raises the growth ratio to 1.35. In this example, where $\beta$ is small, a moderate change of the floor velocity therefore acts mainly through the floor's own rate, and far less through depletion. Once $(k_b/k)\beta$ is no longer small, depletion matters as well. The equal-velocity formula suits a trench already lined with one polycrystalline film better than one with exposed crystal facets.

## Numbers as computed

```
Temperature: 950 K; pressure: 0.1 mTorr
Trench width: 200 nm; depth: 2000 nm; A = 10
Sticking probability s: 0.010
Mean thermal speed v: 569 m/s
Reaction velocity k: 142.1 cm/s
Knudsen diffusivity D: 0.758 cm2/s
k w/D: 0.00375
phi: 0.8660; cosh: 1.3990; sinh: 0.9784
beta: 0.04330; delta: 0.04333
Coverage, inert floor: 0.7148
Coverage, reactive floor: 0.6938
Ratio reactive/inert: 0.9706
Deep-trench limit of ratio 1/(1+beta): 0.9585
Coverage from 2D diffusion: 0.6939
Equivalent extra depth: 100.06 nm
Floor share of consumption: 4.17 %
Growth rate at mouth: 3.47 nm/min
Growth rate on floor: 2.41 nm/min
s fitted with inert-floor formula: 0.01099
Overestimate of s: 9.9 %
Aspect ratio | phi | inert | reactive | ratio (same w, s)
    5 | 0.433 | 0.9131 | 0.8972 | 0.9826
   10 | 0.866 | 0.7148 | 0.6938 | 0.9706
   20 | 1.732 | 0.3431 | 0.3297 | 0.9609
   40 | 3.464 | 0.0625 | 0.0600 | 0.9586
Neglected effects:
Molecular diameter (rough): 0.5 nm
Mean free path: 89 cm
Mouth drop (C_field-C(0))/C(0): 0.0832
Coverage relative to field, model D: 0.6405
Slit transmission, view factors: 0.2406
Slit transmission, random flights: 0.2399
Diffusivity from slit transmission: 0.901 cm2/s
Coverage with that D, mouth reference: 0.7312
Coverage with that D, field reference: 0.6733
Ballistic floor/field, reactive floor: 0.6852
Ballistic floor/field, inert floor: 0.7016
Ballistic floor/top wall, reactive floor: 0.7344
Ballistic floor/top wall, inert floor: 0.7507
Loss due to floor sink, model: 2.94 %
Loss due to floor sink, ballistic: 2.34 %
Coverage after 20 nm wall film: 0.5875
H desorption (rough): 2.5 eV, 1e+15 1/s
H desorption rate: 54.6 1/s
Hydrogen site fraction estimate: 0.0234
Coverage with s reduced by blocking: 0.7044
```
